# One-centre ZORA spin-orbit matrix in PAW with real spherical harmonics

**Q:** A PAW code adds spin-orbit coupling through a function $\xi(r)$ multiplying $\mathbf L\cdot\mathbf S$ inside each atomic sphere. Before I accept any matrix elements, where does that operator come from?

**A:** From the Dirac equation. I use Hartree atomic units, $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf S=\boldsymbol\sigma/2$. Let $V$ be the electron's potential energy, the same for both spins, and let $E$ exclude the rest energy. The large and small two-component functions $\psi$ and $\chi$ obey

$$V\psi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\psi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-2c^2)\chi=E\chi .$$

The second equation gives $\chi=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\psi$. Inserting this in the first gives

$$\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\psi=E\psi .$$

The zeroth-order regular approximation, ZORA, drops $E$ beside $2c^2-V$. Then

$$H=V+\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,\qquad K=\frac{1}{1-V/2c^2}.$$

**Q:** Near a nucleus $V$ is huge. Is dropping anything safe there?

**A:** $V$ is kept in the denominator. Being negative, it makes $2c^2-V$ larger, so $E$ matters even less near the nucleus. The condition is $|E|\ll 2c^2-V$, which is well met by valence states and less well by deep core states.

The error can be found for $V=-Z/r$. Put $s=2c^2/(2c^2+E)$, so that

$$\frac{c^2}{2c^2+E-V}=\frac{s\,c^2}{2c^2-sV}.$$

With $\mathbf r=s\mathbf r'$ we have $V(r)=V(r')/s$ and $\mathbf p=\mathbf p'/s$. The kinetic term therefore carries $s\cdot s^{-2}=1/s$, the same factor as the potential. The Dirac equation becomes $(1/s)H_{\rm ZORA}(\mathbf r')\psi=E\psi$, hence

$$E_{\rm ZORA}=sE=\frac{2c^2E}{2c^2+E}.$$

For $Z=50$ the Dirac $2p_{1/2}$ energy is $-326.495$ hartree and the scaled value is $-329.358$ hartree. A direct numerical ZORA solution gives the same $-329.358$. The deep level is thus wrong by about $0.9\,\%$ of its Dirac energy.

**Q:** I still see no $\mathbf L\cdot\mathbf S$, just two factors $\boldsymbol\sigma\cdot\mathbf p$ around $K$.

**A:** Use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with repeated indices summed:

$$\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p\,\psi=\mathbf p\cdot(K\mathbf p\,\psi)+i\epsilon_{ijk}\sigma_k\,p_i(Kp_j\psi).$$

The product rule gives $p_i(Kp_j\psi)=-i(\partial_iK)p_j\psi+Kp_ip_j\psi$. The last piece is symmetric in $i,j$ and vanishes against $\epsilon_{ijk}$. In the other piece $i(-i)=1$, which leaves $\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)\psi$. Therefore

$$H=V+\tfrac12\,\mathbf p\cdot K\mathbf p+\tfrac12\,\boldsymbol\sigma\cdot(\nabla K\times\mathbf p).$$

Now assume that $V$ is spherical inside the sphere. Then $\nabla K=K'\,\mathbf r/r$, and

$$\tfrac12\,\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)=\frac{K'}{2r}\,\boldsymbol\sigma\cdot\mathbf L=\frac{K'}{r}\,\mathbf L\cdot\mathbf S,$$

because $\boldsymbol\sigma=2\mathbf S$. Differentiating $K=(1-V/2c^2)^{-1}$ gives $K'=K^2V'/2c^2$, so

$$\xi(r)=\frac{K^2}{2c^2r}\frac{dV}{dr}.$$

For $K\to1$ this becomes $V'/(2c^2r)$. No further factor of one half is to be added when $\mathbf S=\boldsymbol\sigma/2$. If $V$ is not spherical, the cross-product form holds and the $\mathbf L\cdot\mathbf S$ form is an approximation.

**Q:** Since $V'\simeq Z/r^2$ near a point nucleus, $\xi$ should blow up as $r^{-3}$. Does the radial integral exist?

**A:** The factor $K^2$ changes the power. For $r\ll Z/2c^2$ one has $K\simeq2c^2r/Z$, and

$$\xi\simeq\frac{1}{2c^2r}\,\frac{4c^4r^2}{Z^2}\,\frac{Z}{r^2}=\frac{2c^2}{Zr}.$$

To see how the wave behaves there, write the radial equation with a multiple $\lambda$ of $\xi$:

$$-\frac{1}{2r^2}\big(r^2KR'\big)'+\frac{Kl(l+1)}{2r^2}R+(V+\lambda\xi)R=ER .$$

Here $\lambda=0$ is the scalar equation. Insert $R\sim r^q$ and $K\simeq2c^2r/Z$. The terms of order $r^{q-1}$, multiplied by $Z/c^2$, give

$$-(q^2+2q)+l(l+1)-\frac{Z^2}{c^2}+2\lambda=0,$$

$$q=-1+\sqrt{1+l(l+1)+2\lambda-Z^2/c^2}.$$

For a scalar wave with $l\ge1$ and $Z<c$, $q>0$. The integrand $r^2\xi R^2\sim r^{2q+1}$ is then integrable at the origin.

**Q:** PAW works with smooth functions. Why may I put all-electron partial waves into the matrix element?

**A:** Let $\phi_i$ be the all-electron partial waves, $\tilde\phi_i$ their smooth partners, and $\tilde p_i$ the projectors, with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The PAW transformation is

$$|\psi\rangle=|\tilde\psi\rangle+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle\tilde p_i|\tilde\psi\rangle .$$

If the set is complete inside the sphere, $\tilde\psi=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$ there. The smooth terms cancel and leave $\psi=\sum_i\phi_i\langle\tilde p_i|\tilde\psi\rangle$. Applying this to each spin component turns the sphere part of the spin-orbit energy into the expectation value, in $\tilde\psi$, of

$$\hat H_{\rm so}=\sum_{ij,ss'}|\tilde p_i s\rangle\,\langle\phi_i s|\xi\,\mathbf L\cdot\mathbf S|\phi_j s'\rangle\,\langle\tilde p_j s'| .$$

The inner bracket is integrated over $r<r_c$. Besides the spherical potential, two approximations enter: the partial-wave set is finite, and $\xi$ outside the spheres is discarded.

**Q:** Then evaluate the bracket. I expect six-fold bookkeeping.

**A:** Most of it separates. Write $\phi_i=R_i(r)Y_i(\hat{\mathbf r})$ with real $R_i$ and real orthonormal harmonics $Y_i$. The operator $\mathbf L$ differentiates angles alone, and $\xi$ depends on $r$ alone. Hence

$$\langle\phi_i s|\xi\,\mathbf L\cdot\mathbf S|\phi_j s'\rangle=\delta_{l_il_j}\,\xi_{ij}\sum_{a=x,y,z}\langle Y_i|L_a|Y_j\rangle\,\tfrac12(\sigma_a)_{ss'},$$

$$\xi_{ij}=\int_0^{r_c}r^2R_i\,\xi\,R_j\,dr .$$

The Kronecker delta appears because $L_a$ commutes with $L^2$. For $l=0$ the element is zero, since $\mathbf L$ annihilates a constant. The sharp cut at $r_c$ does not spoil Hermiticity, because $\mathbf L$ has no radial derivative that could leave a surface term.

**Q:** The ladder formulas belong to complex harmonics. How do you carry them to real ones without losing a sign?

**A:** Take the phase convention $Y_l^{-m}=(-1)^m(Y_l^m)^*$ and define $u_m=(-1)^mY_l^m$ for $m\ge0$. The real functions are

$$c_0=u_0,\qquad c_m=\sqrt2\,{\rm Re}\,u_m,\qquad s_m=\sqrt2\,{\rm Im}\,u_m\quad(m\ge1).$$

Thus $c_m\propto\cos m\varphi$, $s_m\propto\sin m\varphi$, and for $l=1$ we have $p_x=c_1$, $p_y=s_1$, $p_z=c_0$.

Let $a_m=\sqrt{l(l+1)-m(m+1)}=\sqrt{(l-m)(l+m+1)}$. The standard relations are $L_+Y_l^m=a_mY_l^{m+1}$ and $L_-Y_l^m=a_{m-1}Y_l^{m-1}$. Changing $m$ by one flips the sign $(-1)^m$, so for $m\ge1$

$$L_+u_m=-a_mu_{m+1},\qquad L_-u_m=-a_{m-1}u_{m-1}.$$

With $L_x=(L_++L_-)/2$ and $L_y=(L_+-L_-)/2i$,

$$L_xu_m=-\tfrac12(a_mu_{m+1}+a_{m-1}u_{m-1}),$$

$$L_yu_m=\tfrac i2(a_mu_{m+1}-a_{m-1}u_{m-1}),\qquad L_zu_m=mu_m .$$

**Q:** Those still act on the complex $u_m$.

**A:** Each $L_a$ is $-i$ times a real differential operator, so it turns a real function into an imaginary one. Since $u_m=(c_m+is_m)/\sqrt2$, the term $L_ac_m$ supplies the imaginary part of $\sqrt2L_au_m$, and $iL_as_m$ supplies the real part:

$$L_ac_m=i\sqrt2\,{\rm Im}(L_au_m),\qquad L_as_m=-i\sqrt2\,{\rm Re}(L_au_m).$$

For $m\ge1$ this gives $L_zc_m=im\,s_m$ and $L_zs_m=-im\,c_m$. For $m\ge2$ it gives

$$L_xc_m=-\tfrac i2(a_ms_{m+1}+a_{m-1}s_{m-1}),$$

$$L_xs_m=\tfrac i2(a_mc_{m+1}+a_{m-1}c_{m-1}),$$

$$L_yc_m=\tfrac i2(a_mc_{m+1}-a_{m-1}c_{m-1}),$$

$$L_ys_m=\tfrac i2(a_ms_{m+1}-a_{m-1}s_{m-1}).$$

For $m=1$ the lower neighbour is $u_0$, which is real and has no factor $1/\sqrt2$. In these four lines $c_{m-1}$ is then replaced by $\sqrt2\,c_0$ and $s_{m-1}$ by zero.

**Q:** That special case is where I would expect a lost $\sqrt2$. What happens to elements starting from $c_0$?

**A:** They follow from Hermiticity. From $L_xs_1$ we read $\langle c_0|L_x|s_1\rangle=ia_0/\sqrt2$, so $\langle s_1|L_x|c_0\rangle=-ia_0/\sqrt2$. From $L_yc_1$ we read $\langle c_0|L_y|c_1\rangle=-ia_0/\sqrt2$, so $\langle c_1|L_y|c_0\rangle=ia_0/\sqrt2$. A factor $\eta_m=\sqrt{1+\delta_{m0}}$ includes both cases:

$$\langle s_m|L_z|c_m\rangle=im\quad(m\ge1),$$

$$\langle s_{m+1}|L_x|c_m\rangle=-\tfrac i2\eta_ma_m,\qquad \langle c_{m+1}|L_y|c_m\rangle=\tfrac i2\eta_ma_m\quad(m\ge0),$$

$$\langle c_{m+1}|L_x|s_m\rangle=\tfrac i2a_m,\qquad \langle s_{m+1}|L_y|s_m\rangle=\tfrac i2a_m\quad(m\ge1).$$

The reversed elements are the complex conjugates, and all others vanish. The numerical check compares this table, for $l=1,2,3$, with $L_a$ obtained by rotating the functions through small angles.

**Q:** Every element is imaginary. Does that mean anything physically?

**A:** An imaginary Hermitian matrix is antisymmetric, so its diagonal is zero. More generally, $\sum_{ij}f_i\langle Y_i|L_a|Y_j\rangle f_j=0$ for real coefficients $f_i$. A real orbital multiplied by one fixed spinor therefore has zero expectation value of the spin-orbit operator. The coupling acts by mixing such orbitals. An orbitally nondegenerate level is not shifted in first order, but degenerate orbitals, such as those of a $p$ shell, mix at once and split in first order.

**Q:** Show me the spin part, with the $p$ shell written out.

**A:** The Pauli matrices give, in the order up, down,

$$\mathbf L\cdot\mathbf S=\frac12\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.$$

For $l=1$, $a_0=\sqrt2$. The table gives $\langle p_y|L_z|p_x\rangle=i$, $\langle p_y|L_x|p_z\rangle=-i$ and $\langle p_x|L_y|p_z\rangle=i$. Then

$$\langle p_x{\uparrow}|\mathbf L\cdot\mathbf S|p_y{\uparrow}\rangle=\tfrac12(-i)=-\tfrac i2,$$

$$\langle p_x{\uparrow}|\mathbf L\cdot\mathbf S|p_z{\downarrow}\rangle=\tfrac12(0-i\cdot i)=\tfrac12,$$

$$\langle p_y{\uparrow}|\mathbf L\cdot\mathbf S|p_z{\downarrow}\rangle=\tfrac12(-i)=-\tfrac i2 .$$

Using the conjugate elements of $L_y$ and $L_x$,

$$\langle p_z{\uparrow}|\mathbf L\cdot\mathbf S|p_x{\downarrow}\rangle=\tfrac12[0-i(-i)]=-\tfrac12,\qquad \langle p_z{\uparrow}|\mathbf L\cdot\mathbf S|p_y{\downarrow}\rangle=\tfrac i2 .$$

The down-down block is minus the up-up block, and Hermiticity fills in the rest.

**Q:** Is there a check that does not depend on the choice of basis?

**A:** The eigenvalues. With $\mathbf J=\mathbf L+\mathbf S$,

$$\mathbf L\cdot\mathbf S=\tfrac12\big[j(j+1)-l(l+1)-\tfrac34\big].$$

For $j=l+\frac12$, $j(j+1)=l^2+2l+\frac34$ and the eigenvalue is $l/2$, occurring $2l+2$ times. For $j=l-\frac12$, $j(j+1)=l^2-\frac14$ and the eigenvalue is $-(l+1)/2$, occurring $2l$ times. The weighted sum is zero, as the zero diagonal requires. For one radial wave the first-order splitting is $(l+\frac12)\xi_{ii}$.

**Q:** Give me numbers, including the size of what PAW discards.

**A:** Take the model potential

$$V(r)=-\frac{1+49\,e^{-r/0.4}}{r},$$

with $r$ in bohr and $r_c=2$ bohr. Partial wave 1 is the $p$ level at $-0.2304$ hartree, which has three radial nodes. Partial wave 2 is the second $p$ level above it, at $-0.0385$ hartree. Both are scalar ZORA solutions normalized over all space, taken with the same sign near the nucleus. The integrals are

$$\xi_{11}=1.9023\times10^{-2},\quad \xi_{12}=3.7210\times10^{-3},\quad \xi_{22}=7.2787\times10^{-4}\ \text{hartree}.$$

Extending the first integral over all space gives $1.9024\times10^{-2}$ hartree, so the sphere contains $99.99\,\%$ of it. At $r_c$ the function $\xi$ has fallen to $9.9\times10^{-6}$ hartree, from about $1.0\times10^3$ hartree at $0.01$ bohr.

The ratios $\xi_{12}/\xi_{11}$ and $\xi_{22}/\xi_{12}$ are both $0.1956$. This is what two waves give if they are proportional where $r^2\xi$ has its weight: $R_2=kR_1$ makes both ratios equal to $k$.

**Q:** Does $K^2$ matter for such a shallow level?

**A:** Yes, because the integral samples the region near the nucleus. At $0.01$ bohr $K=0.885$, while at $1$ bohr it is $0.9999$. Setting $K=1$ in $\xi$, with the same radial wave, gives $2.190\times10^{-2}$ hartree, which is $15\,\%$ above the ZORA value.

**Q:** And the splitting?

**A:** The six eigenvalues of the one-centre matrix for wave 1 are $-\xi_{11}=-0.01902$ hartree, twice, and $\xi_{11}/2=0.00951$ hartree, four times. Their separation is

$$\tfrac32\xi_{11}=1.5\times0.019023=0.02853\ \text{hartree}=0.776\ \text{eV}.$$

Solving the radial equation separately with $\lambda=-1$ and $\lambda=\frac12$ gives $-0.25286$ hartree for $j=\frac12$ and $-0.22154$ hartree for $j=\frac32$. That splitting is $0.03132$ hartree, or $0.852$ eV.

**Q:** You are $9\,\%$ low. Is the matrix element wrong?

**A:** The matrix element is the first-order coefficient, and that part agrees. The numerical derivative of the level with respect to $\lambda$ at $\lambda=0$ is $1.9024\times10^{-2}$ hartree, equal to the all-space integral to the digits shown. The missing $9\,\%$, relative to the full splitting, is of higher order in $\lambda$: the radial wave changes with $j$.

A PAW calculation that diagonalizes $\hat H_{\rm so}$ with several partial waves lets the wave respond to the coupling, but how much of the missing part it recovers depends on the set and is not computed here. Waves that are proportional where $r^2\xi$ has its weight, as waves 1 and 2 are, can change the amplitude in that region but not the shape. Any finite set of scalar waves also has a limit at the origin. The formula for $q$ gives $q=-1+\sqrt{1-Z^2/c^2}<0$ for $p_{1/2}$, whereas scalar $p$ waves have $q>0$. No finite combination of them reproduces the $p_{1/2}$ behaviour at a point nucleus.

**Q:** You also assumed completeness with two partial waves. Does the sum work for a state that is neither of them?

**A:** Use the $p$ level between them, at $-0.0747$ hartree. Inside $r_c$ each smooth function is a combination of $r,r^3,r^5,r^7$ matched to its all-electron wave in value and three derivatives at $r_c$, and the projectors are the combinations of $(1-r^2/r_c^2)^2\tilde\phi_i$ that obey $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The coefficients $b_i=\langle\tilde p_i|\tilde\psi\rangle$, whose later digits depend on this construction, are $b_1=-0.06199$ and $b_2=-1.37386$. They are not overlaps with the $\phi_i$. Both are negative because this level's wave was taken with the opposite sign to waves 1 and 2 near the nucleus. The one-centre sum is

$$b_1^2\xi_{11}+2b_1b_2\xi_{12}+b_2^2\xi_{22}=(0.073+0.634+1.374)\times10^{-3}=2.081\times10^{-3}\ \text{hartree}.$$

Direct integration of $r^2\xi R^2$ over the sphere, with the level's own all-electron wave, agrees to about $0.01\,\%$ of its value. Because $\xi_{12}\approx k\xi_{11}$ and $\xi_{22}\approx k^2\xi_{11}$ with $k=0.1956$, the sum is essentially $(b_1+kb_2)^2\xi_{11}$. The agreement therefore shows that the two waves give this state the right amplitude near the nucleus, which is what the spin-orbit element needs; it does not test completeness throughout the sphere. It does not remove the limitation for $p_{1/2}$.

**Q:** In a solid I can shift the zero of $V$. Does anything change?

**A:** Slightly. $K$ depends on the value of $V$ itself, not only on differences of $V$, so adding a constant changes $K$ and $\xi$, whereas an exact treatment would shift all energies rigidly. At a given $r$ the relative change of $K$ is of the order of the constant divided by $2c^2$. The radial waves change as well, so the matrix elements can change by a larger fraction: in the model atom a shift of $1$ hartree changes $\xi_{11}$ by about $0.05\,\%$. The zero must therefore be fixed consistently. The derivation also needs a $K$ that is the same for both spins. With a spin-dependent potential, using its spin average in $K$ is one way to meet this condition.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
operator identity, largest deviation = 1.4e-17 a.u.
angular table l=1,2,3, largest deviation = 8.1e-08
Hydrogen-like ion, Z = 50; energies in hartree
  2p1/2: Dirac -326.49480, scaled Dirac -329.35796, ZORA solver -329.35796
  2p3/2: Dirac -315.14435, scaled Dirac -317.81109, ZORA solver -317.81109
Model atom: Z = 50, screening length = 0.4 bohr, rc = 2.0 bohr
  r*xi at r = 1e-8 bohr: 751.143 a.u.; 2c^2/Z = 751.155 a.u.
  r = 0.01 bohr: K = 0.885028, xi = 1.04245e+03 hartree
  r = 0.10 bohr: K = 0.989681, xi = 1.27009e+00 hartree
  r = 1.00 bohr: K = 0.999866, xi = 4.01343e-04 hartree
  r = 2.00 bohr: K = 0.999982, xi = 9.92090e-06 hartree
  radial nodes of partial wave 1 = 3
  scalar level, partial wave 1 = -0.230395 hartree
  scalar level, test state = -0.074684 hartree
  scalar level, partial wave 2 = -0.038470 hartree
  xi_11 = 1.902253e-02 hartree = 0.51763 eV
  xi_12 = 3.721003e-03 hartree
  xi_22 = 7.278688e-04 hartree
  xi_11 with K = 1 in xi = 2.189649e-02 hartree
  ratio (K = 1)/(ZORA) = 1.1511
  xi_11 over all space = 1.902396e-02 hartree
  share inside sphere = 99.9925 percent
  eigenvalue response dE/dlambda = 1.902401e-02 hartree
Angular L.S elements, p shell (dimensionless)
  <px up|L.S|py up> = +0.000-0.500i
  <px up|L.S|pz dn> = +0.500+0.000i
  <py up|L.S|pz dn> = +0.000-0.500i
  <pz up|L.S|px dn> = -0.500+0.000i
  <pz up|L.S|py dn> = +0.000+0.500i
  size of a nonzero element times xi_11 = 9.511265e-03 hartree
  one-centre eigenvalues: -1.902253e-02 (2 times), 9.511265e-03 (4 times) hartree
  first-order splitting = 2.853379e-02 hartree = 0.77644 eV
  level j=1/2 = -0.252859 hartree, j=3/2 = -0.221539 hartree
  splitting of full solutions = 3.131993e-02 hartree = 0.85226 eV
  first-order/full splitting = 0.9110
PAW sum for the test state
  projector coefficients = -0.06199, -1.37386
  one-centre sum = 2.080772e-03 hartree
  direct sphere integral = 2.080516e-03 hartree
  relative difference = 0.0123 percent
```
